# Lorentzian Broadening and Occupation of an Adsorbate Level in the Wide-Band Newns-Anderson Model

Suppose that a sulfur 3p orbital on copper lies 3 eV below the Fermi energy, and that it is treated as a sharp level. It then holds one electron per spin, adds no density of states at the Fermi energy and never exchanges an electron with the metal. All three conclusions fail once the orbital mixes with metal states. Low-order perturbation theory in the mixing does not repair them in general: its estimate of the missing charge grows without limit as the level approaches the Fermi energy, although an orbital cannot lose more than one electron per spin. The mixing has to be summed to all orders, which is possible in closed form when the metal band is wide and featureless.

## Model and conventions

Consider one spin direction. The adsorbate orbital $|a\rangle$ has energy $\varepsilon_a$, the metal states $|k\rangle$ have energies $\varepsilon_k$, and all these states are orthonormal. The one-electron Hamiltonian is

$$H=\varepsilon_a|a\rangle\langle a|+\sum_k\varepsilon_k|k\rangle\langle k|+\sum_k\left(V_k|a\rangle\langle k|+V_k^*|k\rangle\langle a|\right).\tag{1}$$

Electrons are independent; a Coulomb mean field, if present, is already contained in $\varepsilon_a$. The strength of the mixing at energy $\varepsilon$ is measured by

$$\Delta(\varepsilon)=\pi\sum_k|V_k|^2\,\delta(\varepsilon-\varepsilon_k),\tag{2}$$

which is an energy and is not negative. With this convention $\Delta$ will turn out to be a half width.

Let $|m\rangle$ be the eigenstates of $H$, with energies $E_m$. The density of states projected on the orbital is $\rho_a(\varepsilon)=\sum_m|\langle a|m\rangle|^2\delta(\varepsilon-E_m)$. It follows from the Green function $G(z)=(z-H)^{-1}$, whose adsorbate element is

$$G_{aa}(z)=\sum_m\frac{|\langle a|m\rangle|^2}{z-E_m}.\tag{3}$$

For $z=\varepsilon+i\eta$ with $\eta\to0^+$,

$$\frac{1}{x+i\eta}\to P\frac1x-i\pi\delta(x),\tag{4}$$

where $P$ denotes the principal value. Hence $\rho_a(\varepsilon)=-\mathrm{Im}\,G_{aa}(\varepsilon+i0^+)/\pi$.

## Eliminating the metal

Take the $aa$ and $ka$ elements of $(z-H)G=1$:

$$(z-\varepsilon_a)G_{aa}-\sum_kV_kG_{ka}=1,\qquad (z-\varepsilon_k)G_{ka}-V_k^*G_{aa}=0.\tag{5}$$

The second equation gives $G_{ka}=V_k^*G_{aa}/(z-\varepsilon_k)$. Inserting this in the first gives

$$G_{aa}(z)=\frac{1}{z-\varepsilon_a-\Sigma(z)},\qquad \Sigma(z)=\sum_k\frac{|V_k|^2}{z-\varepsilon_k}=\frac1\pi\int\frac{\Delta(\varepsilon')}{z-\varepsilon'}\,d\varepsilon'.\tag{6}$$

The last form uses (2). No approximation has been made: the metal enters only through $\Delta(\varepsilon)$. Applying (4) to (6) just above the real axis,

$$\Sigma(\varepsilon+i0^+)=\Lambda(\varepsilon)-i\Delta(\varepsilon),\qquad \Lambda(\varepsilon)=\frac1\pi P\!\int\frac{\Delta(\varepsilon')}{\varepsilon-\varepsilon'}\,d\varepsilon'.\tag{7}$$

The real part $\Lambda$ shifts the level and the imaginary part broadens it.

## The wide-band limit

Let $\Delta(\varepsilon)=\Delta$ between a band bottom $B$ and a band top $T$, and zero outside. For $B<\varepsilon<T$, cut out the interval $(\varepsilon-\delta,\varepsilon+\delta)$. Since $-\ln|\varepsilon-\varepsilon'|$ is the antiderivative of $1/(\varepsilon-\varepsilon')$, the two remaining pieces are

$$\left[-\ln\delta+\ln(\varepsilon-B)\right]+\left[-\ln(T-\varepsilon)+\ln\delta\right].$$

The terms in $\delta$ cancel, so

$$\Lambda(\varepsilon)=\frac{\Delta}{\pi}\ln\frac{\varepsilon-B}{T-\varepsilon}.\tag{8}$$

For symmetric edges $B=-D$, $T=D$ this is $2\Delta\varepsilon/(\pi D)$ to leading order in $\varepsilon/D$, and it vanishes as $D\to\infty$. If the edges recede with a fixed ratio $|B|/T$ other than one, a constant $(\Delta/\pi)\ln(|B|/T)$ survives and can be absorbed in $\varepsilon_a$. An energy-dependent shift cannot be absorbed in this way.

With $\Lambda=0$ and $x=\varepsilon-\varepsilon_a$,

$$G_{aa}=\frac1{x+i\Delta}=\frac{x-i\Delta}{x^2+\Delta^2},\qquad \rho_a(\varepsilon)=\frac1\pi\frac{\Delta}{(\varepsilon-\varepsilon_a)^2+\Delta^2}.\tag{9}$$

The maximum is $1/(\pi\Delta)$. Half of it is reached at $|x|=\Delta$, so the full width at half maximum is $2\Delta$.

The width is also a decay rate. An electron placed in $|a\rangle$ at time zero, with no other electrons present, has the amplitude $A(t)=\int\rho_a(\varepsilon)e^{-i\varepsilon t/\hbar}d\varepsilon$ to be found there later. For $t>0$ the contour closes in the lower half plane, around the pole at $\varepsilon_a-i\Delta$. Writing the denominator of (9) as $(x-i\Delta)(x+i\Delta)$ and including the factor $-2\pi i$ for a clockwise contour,

$$A(t)=-2\pi i\,\frac{\Delta}{\pi}\,\frac{e^{-i\varepsilon_at/\hbar-\Delta t/\hbar}}{-2i\Delta}=e^{-i\varepsilon_at/\hbar}e^{-\Delta t/\hbar}.\tag{10}$$

The survival probability is $|A|^2=e^{-2\Delta t/\hbar}$, and the lifetime is $\hbar/(2\Delta)$.

## Occupation at zero temperature

States below $E_F$ are filled. With $du=d\varepsilon/\Delta$ and $u=(\varepsilon-\varepsilon_a)/\Delta$,

$$n_a=\int_{-\infty}^{E_F}\rho_a\,d\varepsilon=\frac1\pi\int_{-\infty}^{(E_F-\varepsilon_a)/\Delta}\frac{du}{1+u^2}=\frac12+\frac1\pi\arctan\frac{E_F-\varepsilon_a}{\Delta}.\tag{11}$$

The term $1/2$ comes from the lower limit, where the arctangent is $-\pi/2$. Letting $E_F\to\infty$ gives $n_a=1$, which confirms that (9) has unit area.

When the level lies at $E_F$, the orbital is half filled for any $\Delta>0$. Close to this point $n_a\approx\frac12+(E_F-\varepsilon_a)/(\pi\Delta)$: the step of a sharp level has become a ramp whose width is set by $\Delta$.

For a level below $E_F$, the identity $\arctan u=\pi/2-\arctan(1/u)$, valid for $u>0$, gives the number of holes:

$$1-n_a=\frac1\pi\arctan\frac{\Delta}{E_F-\varepsilon_a}\approx\frac{\Delta}{\pi(E_F-\varepsilon_a)}\left[1-\frac{\Delta^2}{3(E_F-\varepsilon_a)^2}\right].\tag{12}$$

The leading term is second order in $V_k$ and is the perturbative estimate that diverges at $E_F$; the arctangent stays finite. The hole count falls off as an inverse first power, so a level several widths below $E_F$ is still measurably short of full. A level at the same distance above $E_F$ holds as many electrons as this one has holes, because the arctangent is odd.

Differentiating (11) gives the response to a shift of the level at fixed $E_F$ and $\Delta$:

$$\frac{\partial n_a}{\partial\varepsilon_a}=-\frac1\pi\frac{\Delta}{(E_F-\varepsilon_a)^2+\Delta^2}=-\rho_a(E_F).\tag{13}$$

Temperature enters through the Fermi function. Relative to $T=0$, electrons appear at energies $e$ above $E_F$ and vanish at $e$ below it, with the same probability $1/(e^{e/k_BT}+1)$. When $\rho_a$ is nearly linear over a few $k_BT$,

$$n_a(T)-n_a(0)\approx2\rho_a'(E_F)\int_0^\infty\frac{e\,de}{e^{e/k_BT}+1}=\frac{\pi^2}{6}(k_BT)^2\rho_a'(E_F),\tag{14}$$

since the integral equals $\pi^2(k_BT)^2/12$. From (9), $\rho_a'(E_F)=-(2\Delta/\pi)(E_F-\varepsilon_a)/[(E_F-\varepsilon_a)^2+\Delta^2]^2$.

## Sulfur on copper

Exposure of copper to H$_2$S, as in a pulse that begins the deposition of copper sulfide, leaves sulfur bound to the metal. Take one 3p orbital with $\varepsilon_a=-3$ eV measured from $E_F=0$, and $\Delta=1$ eV from the copper sp band. These are rough typical values, not a computed surface. Then

$$n_a=\frac12+\frac{\arctan3}{\pi}=\frac12+\frac{1.249}{\pi}=0.898,$$

or 1.80 electrons for both spins. There are 0.102 holes per spin. The leading term of (12) gives $1/(3\pi)=0.106$, too large by about 4% of the true count, as the bracket in (12) predicts with $1/27$.

The resonance is 2 eV wide and the lifetime (10) is 0.33 fs. The density at $E_F$ is $1/(10\pi)=0.032$ per eV and spin, one tenth of the peak value. By (13), an error of 0.5 eV in the assumed level changes the occupation by about $0.5\times0.032=0.016$ electrons.

At 420 K, $k_BT=0.036$ eV. Equation (14) with $\rho_a'=-(2/\pi)(3/100)=-0.019$ eV$^{-2}$ gives a change of $-4\times10^{-5}$ electrons. Temperature is negligible here because $k_BT$ is small compared with the distance over which the Lorentzian varies.

Explicit diagonalisation of (1), with 1200 metal levels spread over $\pm10^4$ eV and spaced most densely near $E_F$, gives 0.8977 for this level. For levels at $-3$, $-1$, 0.5 and 2 eV the largest departure from (11) is 0.0015 electrons.

## When the metal is not featureless

To go beyond constant $\Delta$ it helps to have a formula for $n_a$ that needs no search for peaks or for states split off from the band. For one eigenstate with $E_m\ne E_F$,

$$\frac1\pi\int_0^\infty\mathrm{Re}\,\frac{dy}{E_F+iy-E_m}=\frac1\pi\int_0^\infty\frac{(E_F-E_m)\,dy}{(E_F-E_m)^2+y^2}=\frac12\,\mathrm{sgn}(E_F-E_m).$$

Adding $1/2$ gives one for a filled state and zero for an empty one. Multiply by $|\langle a|m\rangle|^2$, sum over $m$ and use (3):

$$n_a=\frac12+\frac1\pi\int_0^\infty\mathrm{Re}\,G_{aa}(E_F+iy)\,dy.\tag{15}$$

In the wide-band limit $\Sigma=-i\Delta$ in the whole upper half plane. The integrand is then $x_0/[x_0^2+(y+\Delta)^2]$ with $x_0=E_F-\varepsilon_a$, and the integral returns $\arctan(x_0/\Delta)$, in agreement with (11).

**Finite sp band.** Keep $\Delta=1$ eV but end the band at $B=-9$ eV and $T=15$ eV, again rough values. Equation (6) gives $\Sigma(z)=(\Delta/\pi)[\ln(z-B)-\ln(z-T)]$, and (15) gives $n_a=0.916$, a rise of 0.018. By (8) the shift at the level is $(1/\pi)\ln(6/18)=-0.35$ eV. Applied rigidly to the Lorentzian, it would raise the occupation by only 0.010, so the energy dependence of $\Lambda$ and the band edges matter too. It is tempting to blame the Lorentzian tail above 15 eV, which holds $(1/\pi)\arctan(1/18)=0.018$ electrons' worth of empty weight, but the agreement is a coincidence of the chosen edges. With the top at 30 eV that tail holds only 0.010, yet the rise is still 0.017, because $\Lambda$ changes as well. Lowering the bottom to $-15$ eV, with the top kept at 15 eV, reduces the rise to 0.014.

The slow tails have a second consequence. At large negative energy $\varepsilon\rho_a\approx\Delta/(\pi\varepsilon)$, so the energy integral $\int^{E_F}\varepsilon\rho_a\,d\varepsilon$ diverges logarithmically. The wide-band model gives a finite occupation but no finite value for this energy; a band bottom removes the divergence.

**Copper d band.** Add to the wide sp band a filled band of centre $c=-3.5$ eV, half width $W=1.5$ eV and total coupling $V_d=1.5$ eV, with

$$\Delta_d(\varepsilon)=\frac{2V_d^2}{W^2}\sqrt{W^2-s^2},\qquad s=\varepsilon-c,\quad |s|<W.\tag{16}$$

The area under the semi-ellipse makes $\int\Delta_d\,d\varepsilon/\pi=V_d^2$. Its contribution to $\Sigma$ is

$$\Sigma_d=\frac{2V_d^2}{W^2}\left(s-\sqrt{s^2-W^2}\right),\tag{17}$$

with the root that behaves as $s$ at large $|s|$. This expression is analytic away from the band, vanishes at infinity, and has the imaginary part $-\Delta_d$ just above the band. The integral in (6) has the same properties. Their difference has no cut, is bounded and vanishes at infinity, so it is zero.

Outside the d band $\Sigma_d$ is real, and

$$\rho_a(\varepsilon)=\frac1\pi\frac{\Delta}{(\varepsilon-\varepsilon_a-\Sigma_d)^2+\Delta^2}.\tag{18}$$

Peaks of height $1/(\pi\Delta)$ occur where $\varepsilon-\varepsilon_a=\Sigma_d$. Here $V_d=W$ and $\varepsilon_a-c=0.5$ eV, so in eV the condition reads $s-0.5=2s-2\sqrt{s^2-2.25}$, or $2\sqrt{s^2-2.25}=s+0.5$. Below the band the root is negative and the left side changes sign. Squaring covers both cases:

$$3s^2-s-9.25=0,\qquad s=\frac{1\pm\sqrt{112}}{6}=1.93\ \text{or}\ -1.60.$$

Each solution satisfies the unsquared condition on its own side. The peaks lie at $-1.57$ and $-5.10$ eV: the single Lorentzian has split into an antibonding and a bonding resonance.

The occupation nevertheless falls only from 0.898 to 0.880. Both main peaks are below $E_F$, and holes come from the part of (18) above $E_F$. There $\Sigma_d$ is positive and decreases with energy from its value at $E_F$, $2(3.5-\sqrt{10})=0.675$ eV. The hole count must therefore lie between that of a level at $-3$ eV, 0.102, and that of a level raised by 0.675 eV, $(1/\pi)\arctan(1/2.325)=0.129$. The computed count, 0.120, does. A filled d band can thus reshape the spectrum strongly and leave the occupation nearly unchanged, provided that the antibonding resonance also stays well below $E_F$.

## Electron repulsion

With a repulsion $U$ between opposite spins in the orbital, the mean-field level is $\varepsilon_{a\sigma}=\varepsilon_0+Un_{-\sigma}$. For a rough screened value $U=4$ eV, the level $-3$ eV corresponds to a bare level $\varepsilon_0=-3-4\times0.898=-6.59$ eV.

Let the spin occupations differ slightly from their common value. By (13), each responds as $\delta n_\sigma=-U\rho_a(E_F)\,\delta n_{-\sigma}$. Subtracting the two equations shows that an imbalance $\delta n_\uparrow-\delta n_\downarrow$ is returned multiplied by $U\rho_a(E_F)$. The unpolarised solution is therefore locally stable in mean field if $U\rho_a(E_F)<1$. Here the product is 0.13.

Mean field omits the term $U(n_\uparrow-\langle n_\uparrow\rangle)(n_\downarrow-\langle n_\downarrow\rangle)$, in which $n_\sigma$ is now the number operator. Its average vanishes, and so does its matrix element to any state with one excited electron, because the other factor averages to zero. In second order it excites one electron of each spin. Let $e_p,e_{p'}$ be the distances of the newly filled states above $E_F$, $e_h,e_{h'}$ those of the emptied states below it, and $w_m=|\langle a|m\rangle|^2$. Then

$$E_2=-U^2\sum_{php'h'}\frac{w_pw_hw_{p'}w_{h'}}{e_p+e_h+e_{p'}+e_{h'}}=-U^2\int_0^\infty\left[g_p(\tau)g_h(\tau)\right]^2d\tau,\tag{19}$$

where $1/X=\int_0^\infty e^{-X\tau}d\tau$ was used, and $g_p=\sum_pw_pe^{-e_p\tau}$, $g_h=\sum_hw_he^{-e_h\tau}$.

At fixed $E_F$, the derivative of the total energy (with $E_F$ times the electron number subtracted) with respect to $\varepsilon_0$ is the occupation of both spins. The part due to $E_2$ changes each spin by half of $dE_2/d\varepsilon_0$. Differentiating $\varepsilon_a=\varepsilon_0+Un_a$ with (13) gives $d\varepsilon_a/d\varepsilon_0=1-U\rho_a(E_F)\,d\varepsilon_a/d\varepsilon_0$, hence

$$\delta n_a=\frac{1}{2}\,\frac{dE_2/d\varepsilon_a}{1+U\rho_a(E_F)}.\tag{20}$$

For the sulfur orbital $E_2=-0.008$ eV and $\delta n_a=-0.003$. As a test of (20), take two sites with mean-field energies $-1$ and 0 eV, coupling 0.8 eV, one electron of each spin and $U=0.02$ eV on the first site. The levels are now discrete and the electron number is fixed, so $\rho_a(E_F)$ in (20) is replaced by the response it stands for, $-\partial n_a/\partial\varepsilon_a$ at fixed electron number. The ratio of (20) to the exact change beyond mean field is then 1.0002. So close a match is partly an accident of the chosen level: the omitted third-order energy enters at the same order in $U$ as the denominator of (20), and first-site energies of $-0.3$, $-2$ and $-3$ eV give ratios between 0.998 and 1.003. This supports the formula at weak repulsion only. With the first site at $-3$ eV and $U=4$ eV, (20) exceeds the exact change of the same two-site model by about 40%, so the value $-0.003$ indicates the sign and size of the correction, not its digit.

## Reading the result for a real surface

One assumption that copper clearly breaks is constant $\Delta$, since its d band lies roughly 2 to 5 eV below $E_F$, where the sulfur level sits. For the parameters used, this moves the occupation by $-0.017$ and replaces the single peak by two main ones. The finite sp band moves it by $+0.018$. Each figure was obtained with the other effect absent, and their near cancellation depends on the chosen parameters, so their sum is not a prediction. An occupation of about 0.9 per spin is a fair reading of the model, but with inputs this rough even the second digit is uncertain: in (11), $\Delta=0.5$ and 1.5 eV give 0.95 and 0.85. A single Lorentzian should not be fitted to the whole sulfur 3p spectrum.

The number also refers to one orbital. The other 3p orbitals, their mutual repulsion, the overlap with metal states and the adsorption site are left out, so the net charge of the sulfur atom does not follow from it. On a substrate whose energy gap contains the level, the wide-band result fails in kind: where $\Delta(\varepsilon)=0$, equation (6) allows a sharp state at $\varepsilon=\varepsilon_a+\Lambda(\varepsilon)$, with no decay into the substrate within this model. The numerical output lists the parameters of the sulfur example and its main results.

## Table of computed values

```
INPUTS (rough values for S 3p on Cu; energies from E_F)
adsorbate level: -3.00 eV
half width Delta: 1.00 eV
temperature: 420 K
thermal energy kT: 0.0362 eV
sp band bottom: -9.0 eV
sp band top: 15.0 eV
d band centre: -3.50 eV
d band half width: 1.50 eV
coupling to d band: 1.50 eV
screened repulsion U: 4.00 eV
WIDE-BAND RESULT
(E_F - level)/Delta: 3.000 (no unit)
arctangent: 1.24905 rad
occupation per spin: 0.89758 electrons
occupation, both spins: 1.79517 electrons
holes per spin: 0.10242 electrons
deep-level estimate of holes: 0.10610 electrons
full width at half maximum: 2.00 eV
peak density per spin: 0.31831 1/eV
density at E_F per spin: 0.03183 1/eV
lifetime hbar/(2 Delta): 0.3291 fs
CHECK BY DIAGONALISATION
discrete metal levels: 1200 (count)
occupation per spin: 0.89766 electrons
largest error, four levels: 1.5e-03 electrons
NEGLECTED EFFECTS, EACH ALONE, PER SPIN
finite sp band, occupation: 0.91605 electrons
finite sp band, change: +0.01847 electrons
finite sp band, shift at level: -0.3497 eV
with d band, occupation: 0.88015 electrons
with d band, change: -0.01743 electrons
with d band, lower main peak: -5.10 eV
with d band, upper main peak: -1.57 eV
temperature, change: -4.12e-05 electrons
U times density at E_F: 0.1273 (no unit)
bare level eps_0 in mean field: -6.5903 eV
second-order correlation energy: -0.00843 eV
correlation, change: -0.00315 electrons
two-site test, formula/exact change: 1.0002 (no unit)
```
